\section*{Phonon Caroli formula and transmission across a junction of harmonic chains, part 2}

Two semi-infinite harmonic chains $(m_\alpha,k_\alpha)$, $\alpha=L,R$, are joined by one spring $k_c>0$. We seek the transmission $\mathcal T(\omega)$ and the heat current $J$ from lead $L$ into the centre $C$.

Conventions: $x_j$ are displacements, $u_j=\sqrt{m_j}\,x_j$, $p_j=\dot u_j$, $H=\tfrac12p^Tp+\tfrac12u^TDu$, and time dependence is $e^{-i\omega t}$. $D$ has blocks $D_\alpha,D_C$ and couplings $V_{C\alpha}=V_{\alpha C}^T$; $K_\alpha$ is the part of $D_C$ due to springs between $C$ and lead $\alpha$. Lead $\alpha$ starts thermal at $T_\alpha$ for $H_\alpha=\tfrac12p_\alpha^Tp_\alpha+\tfrac12u_\alpha^TD_\alpha u_\alpha$, with $n_\alpha=[e^{\hbar\omega/k_BT_\alpha}-1]^{-1}$ and $N_\alpha=n_\alpha+\tfrac12$. Further, $\Sigma_\alpha=V_{C\alpha}[(\omega+i0)^2-D_\alpha]^{-1}V_{\alpha C}$, $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)$, $G=[\omega^2-D_C-\Sigma_L-\Sigma_R]^{-1}$.

The current is defined by
\begin{equation}
J=\langle\dot u_C^Tf\rangle,\qquad f=-V_{CL}u_L-K_Lu_C ,\label{Jdef}
\end{equation}
with products symmetrized. Already proved is Theorem (a):
\begin{equation}
J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n_L-n_R],\qquad
\mathcal T=\mathrm{Tr}\,[\Gamma_LG\,\Gamma_RG^\dagger].\label{caroli}
\end{equation}
It assumes (A4): $\omega G$, $(\Sigma_\alpha+K_\alpha)G$ and $\Gamma_\alpha/\omega$ stay bounded as $\omega\to0$. Remark 2: with a localized mode, \eqref{caroli} gives the time-averaged current.

Also established:
\begin{itemize}
\item Lead equation: $\ddot u_\alpha+D_\alpha u_\alpha=-V_{\alpha C}u_C$.
\item Lemma 1: $u_C=G(\xi_L+\xi_R)$, where $\xi_\alpha=V_{C\alpha}u^0_\alpha$ and $u^0_\alpha$ is the free lead motion.
\item Lemma 2: $\xi_\alpha$ has symmetrized spectrum $\hbar\Gamma_\alpha N_\alpha$.
\item Lemma 4: a chain lead has $\Sigma=-\frac km e^{iq}$, $\Gamma=\frac{2k}m\sin q=2\omega v$, $v=d\omega/dq$, $0<q<\pi$, in its band; above it $\Gamma=0$.
\end{itemize}

Still to be proved are (b) and (c). Let $Z_\alpha=\sqrt{k_\alpha m_\alpha}$, $\omega_\alpha=2\sqrt{k_\alpha/m_\alpha}$, $\omega=\omega_\alpha\sin(q_\alpha/2)$. (b) For $0<\omega<\min(\omega_L,\omega_R)$,
\begin{equation}
\mathcal T=\frac{4Y_LY_R}{(Y_L+Y_R)^2+\omega^2\kappa^2},\qquad
Y_\alpha=\frac{\cos(q_\alpha/2)}{Z_\alpha},\qquad
\kappa=\frac1{k_c}-\frac1{2k_L}-\frac1{2k_R},\label{closed}
\end{equation}
and $\mathcal T=0$ above the lower band top. (c) As $\omega\to0$ at fixed $k_c$, $\mathcal T=\mathcal T_0[1+C\omega^2+O(\omega^4)]$ with
\begin{equation}
\mathcal T_0=\frac{4Z_LZ_R}{(Z_L+Z_R)^2},\qquad
C=\frac{Z_L-Z_R}{Z_L+Z_R}\Big(\frac1{2\omega_R^2}-\frac1{2\omega_L^2}\Big)-\frac1{\omega_*^2},\label{amm}
\end{equation}
where $\omega_*=(Z_L^{-1}+Z_R^{-1})/|\kappa|$.

The example uses Hartree atomic units ($\hbar=1$), $m_L=2\times10^4$, $k_L=0.08$, $m_R=10^5$, $k_R=0.1$. Its opening numbers: for $k_c=0.02$ and $0.0889$, $\mathcal T=0.325$ and $0.776$ at $\omega=10^{-3}$, but $0.8162$ and $0.8163$ at $\omega=10^{-5}$.

\subsection*{Proof of (b)}
Number the left atoms $n\le0$ and the right atoms $n\ge1$, and take atoms 0 and 1 as the centre. Then $D_{00}=(k_L+k_c)/m_L$, $D_{11}=(k_R+k_c)/m_R$, $D_{01}=-k_c/\sqrt{m_Lm_R}$. Write $G^{-1}=M^{-1/2}AM^{-1/2}$ with $M=\mathrm{diag}(m_L,m_R)$. Using $m_L\omega^2=2k_L-k_Le^{iq_L}-k_Le^{-iq_L}$,
\begin{equation}
A_{00}=m_L\omega^2-k_L-k_c+k_Le^{iq_L}=a_L-k_c,\qquad a_\alpha\equiv k_\alpha(1-e^{-iq_\alpha}),
\end{equation}
and likewise $A_{11}=a_R-k_c$, while $A_{01}=A_{10}=k_c$. The determinant and the off-diagonal element of $G=M^{1/2}A^{-1}M^{1/2}$ are
\begin{equation}
\Delta=a_La_R-k_c(a_L+a_R),\qquad G_{01}=-\sqrt{m_Lm_R}\,\frac{k_c}{\Delta}.
\end{equation}
Each $\Gamma_\alpha$ has one non-zero element, on atom 0 and atom 1 respectively, so the trace is one term and the masses cancel:
\begin{equation}
\mathcal T=\Gamma_L\Gamma_R|G_{01}|^2=\frac{4k_Lk_R\sin q_L\sin q_R\,k_c^2}{|\Delta|^2}.\label{raw}
\end{equation}
Factor $1-e^{-iq}=2i\sin(q/2)e^{-iq/2}$. Since $\omega_mZ=2k$, one has $2k\sin(q/2)=\omega Z$, and therefore
\begin{equation}
a=i\omega Ze^{-iq/2},\qquad\frac\omega a=\frac{\sin(q/2)-i\cos(q/2)}{Z}=\frac{\omega}{2k}-iY .
\end{equation}
It follows that $|a|=\omega Z$, that $k\sin q=\mathrm{Im}\,a=\omega Z^2Y$, and that
\begin{equation}
\Delta=\frac{a_La_Rk_c}{\omega}\Big[\frac\omega{k_c}-\frac\omega{a_L}-\frac\omega{a_R}\Big]=\frac{a_La_Rk_c}{\omega}\,[\omega\kappa+i(Y_L+Y_R)].
\end{equation}
The numerator of \eqref{raw} is $4\omega^2Z_L^2Z_R^2k_c^2Y_LY_R$, and $|\Delta|^2=\omega^2Z_L^2Z_R^2k_c^2[\omega^2\kappa^2+(Y_L+Y_R)^2]$. Their ratio is \eqref{closed}.

Between the band tops, say $\omega_R<\omega<\omega_L$, $\Gamma_R=0$ and $a_R$ is real. Then $\mathrm{Im}\,\Delta=(a_R-k_c)\,\mathrm{Im}\,a_L$ vanishes at $a_R=k_c$ alone, where $\Delta=-k_c^2$. So $G$ is finite and $\mathcal T=0$. Above both tops both $\Gamma_\alpha$ vanish. Assumption (A4) holds: $\Delta\to-i\omega k_c(Z_L+Z_R)$ makes $G=O(\omega^{-1})$, and $m_\alpha(\Sigma_\alpha+K_\alpha)=k_\alpha(1-e^{iq_\alpha})=a_\alpha^*=O(\omega)$, while $\Gamma_\alpha/\omega=2v_\alpha$ is bounded by Lemma 4. $\square$

\emph{Remark 3 ($\mathcal T$ is a flux ratio).} Let $x_n=e^{iq_Ln}+re^{-iq_Ln}$ for $n\le0$ and $x_n=te^{iq_R(n-1)}$ for $n\ge1$. Then $x_0=1+r$ and $x_{-1}=e^{iq_L}x_0-2i\sin q_L$. Newton's equations for atoms 0 and 1 become
\begin{equation}
(a_L-k_c)x_0+k_ct=2ik_L\sin q_L,\qquad k_cx_0+(a_R-k_c)t=0,\label{newton}
\end{equation}
so $t=-2ik_ck_L\sin q_L/\Delta$. A unit wave $e^{iqn}$ delivers through a spring the mean power $\tfrac12\mathrm{Re}[k(1-e^{iq})\,i\omega e^{-iq}]=\tfrac12\omega k\sin q$. The ratio $k_R\sin q_R|t|^2/(k_L\sin q_L)$ is \eqref{raw}. Consistently, $(Y_L+Y_R)^2\ge4Y_LY_R$ gives $\mathcal T\le1$.

\emph{Remark 4 (the best spring).} The spring $k_c$ enters \eqref{closed} through $\kappa^2$ alone, so at every frequency in the common band $\mathcal T$ is largest at $\kappa=0$, that is $k_c=2k_Lk_R/(k_L+k_R)$. This is half a left bond (stiffness $2k_L$) in series with half a right bond, and $\kappa$ is the compliance in excess of it. A rigid link has $\kappa=-1/2k_L-1/2k_R\neq0$ and transmits less.

\subsection*{Proof of (c)}
Take the logarithm of \eqref{closed}. Put $y_\alpha=1/Z_\alpha$ and $\cos(q_\alpha/2)=\sqrt{1-\omega^2/\omega_\alpha^2}=1+\delta_\alpha+O(\omega^4)$ with $\delta_\alpha=-\omega^2/2\omega_\alpha^2$. At $\omega=0$, $4y_Ly_R/(y_L+y_R)^2$ multiplied above and below by $Z_L^2Z_R^2$ is $\mathcal T_0$. To order $\omega^2$,
\begin{equation}
\ln\frac{\mathcal T}{\mathcal T_0}=\delta_L+\delta_R-2\,\frac{y_L\delta_L+y_R\delta_R}{y_L+y_R}-\frac{\omega^2\kappa^2}{(y_L+y_R)^2}.
\end{equation}
Over the common denominator the first three terms give $(\delta_L-\delta_R)(y_R-y_L)/(y_L+y_R)$, and $(y_R-y_L)/(y_L+y_R)=(Z_L-Z_R)/(Z_L+Z_R)$. The last term is $-\omega^2/\omega_*^2$. This is \eqref{amm}. $\square$

\emph{Remark 5 (acoustic mismatch).} The second equation of \eqref{newton} gives $t-x_0=a_Rt/k_c$, of relative size $\omega Z_R/k_c$: at low frequency the junction spring hardly stretches and $1+r=t$. The sum of the two equations, with $a_\alpha\to i\omega Z_\alpha$ and $k_L\sin q_L\to\omega Z_L$, gives $Z_L(1-r)=Z_Rt$. These are continuity of displacement and of force between two elastic strings of impedances $Z_L,Z_R$. They give $t=2Z_L/(Z_L+Z_R)$ and $\mathcal T_0=Z_Rt^2/Z_L$, with no $k_c$.

\emph{Remark 6 (where the limit fails).} By \eqref{closed}, $\omega\ll\omega_*,\omega_L,\omega_R$ is sufficient for $\mathcal T\approx\mathcal T_0$. It is not always necessary: identical chains with $k_c=k_L=k_R$ have $\kappa=0$ and $\mathcal T=1$ in the whole band. For $k_c\to0$ at fixed $\omega$, $\kappa\to1/k_c$ and $\mathcal T\to4Y_LY_Rk_c^2/\omega^2\to0$, so the limits $\omega\to0$ and $k_c\to0$ do not commute. The limit also needs translation invariance. A spring $k_0$ tying atom 0 to a fixed point changes $A_{00}$ to $a_L-k_0-k_c$, so $\Delta\to(k_0+k_c)k_c-k_c^2=k_0k_c$ at $\omega=0$. The numerator of \eqref{raw} tends to $4\omega^2Z_LZ_Rk_c^2$, and $\mathcal T\to4Z_LZ_R\omega^2/k_0^2$ at leading order.

\emph{Remark 7 (why $J$ is not $-d\langle H_L\rangle/dt$).} From the lead equation, $-\dot H_L=-\dot u_L^T(\ddot u_L+D_Lu_L)=\dot u_L^TV_{LC}u_C=-k_L\dot x_{-1}x_0$, whereas \eqref{Jdef} is $J=k_L\langle\dot x_0(x_{-1}-x_0)\rangle$. Hence
\begin{equation}
-\frac{d\langle H_L\rangle}{dt}-J=-k_L\frac{d}{dt}\langle(x_{-1}-x_0)x_0\rangle-\frac{k_L}2\frac{d}{dt}\langle x_0^2\rangle .
\end{equation}
The first mean is the time integral of a decaying correlation between extension and velocity, and tends to a constant. The second does not: $\frac{d}{dt}\langle x_0^2\rangle\to\int_{-\infty}^\infty\langle\dot x_0(s)\dot x_0(0)\rangle ds=S_v(0)$. With $F_\alpha=\sqrt{m_\alpha}\xi_\alpha$, which is minus the random force that lead $\alpha$ exerts on its centre atom, $x_0=[(a_R-k_c)F_L-k_cF_R]/\Delta\to(F_L+F_R)/[i\omega(Z_L+Z_R)]$. Their spectra are $m\hbar\Gamma N\to2\omega Z\cdot k_BT/\omega=2Zk_BT$. Therefore
\begin{equation}
-\frac{d\langle H_L\rangle}{dt}-J\to-\frac{k_Lk_B(Z_LT_L+Z_RT_R)}{(Z_L+Z_R)^2}.\label{drift}
\end{equation}
An unpinned junction diffuses, and $H_L$ contains the term $\tfrac12k_Lx_{-1}^2$, which is not the energy of a stretched spring and grows with the diffusion even at $T_L=T_R$.

\subsection*{Corollary (conductance)}
Let $K(T)=\partial J/\partial T_L$ at $T_L=T_R=T$ and $x=\hbar\omega/k_BT$. From $\hbar\omega\,\partial_Tn=k_Bx^2e^x/(e^x-1)^2$,
\begin{equation}
K=\frac{k_B}{2\pi}\int_0^\infty d\omega\,\mathcal T\,\frac{x^2}{4\sinh^2(x/2)} .
\end{equation}
For $k_BT\ll\hbar\omega_*,\hbar\omega_L,\hbar\omega_R$ insert (c) and $d\omega=(k_BT/\hbar)dx$. Integration by parts gives $\int_0^\infty x^pe^x(e^x-1)^{-2}dx=p\int_0^\infty x^{p-1}(e^x-1)^{-1}dx=p!\,\zeta(p)$, which is $\pi^2/3$ for $p=2$ and $4\pi^4/15$ for $p=4$, with ratio $4\pi^2/5$. Thus
\begin{equation}
K=\mathcal T_0\frac{\pi k_B^2T}{6\hbar}\Big[1+\frac{4\pi^2}5C\Big(\frac{k_BT}\hbar\Big)^2+O(T^4)\Big].\label{lowT}
\end{equation}
The weight $x^2/4\sinh^2(x/2)=1-x^2/12+\dots$ is below 1 for $x>0$, so $K$ approaches $K_{\rm cl}=\frac{k_B}{2\pi}\int\mathcal T\,d\omega$ from below at high temperature.

\section{Worked example}

All values are in atomic units, with $k_c=0.02$ unless stated. The impedances are $Z_L=\sqrt{0.08\times2\times10^4}=40$ and $Z_R=100$, the band tops $\omega_L=4\times10^{-3}$ and $\omega_R=2\times10^{-3}$. So $\mathcal T_0=4\cdot40\cdot100/140^2=0.8163$, $\kappa=50-6.25-5=38.75$, $\omega_*=0.035/38.75=9.03\times10^{-4}$, and the best spring is $0.016/0.18=0.0889$.

At $\omega=10^{-3}$, $\sin(q_L/2)=0.25$ and $\sin(q_R/2)=0.5$, so $q_L=0.5054$, $q_R=1.0472$. Lemma 4 gives $\Sigma_L=(-3.500-1.936i)\times10^{-6}$, $\Gamma_L=3.873\times10^{-6}$, $\Sigma_R=(-0.500-0.866i)\times10^{-6}$, $\Gamma_R=1.732\times10^{-6}$. With $|G_{01}|^2=4.8417\times10^{10}$ the trace is $3.873\times1.732\times10^{-12}\times4.8417\times10^{10}=0.3248$. In \eqref{closed}, $Y_L=0.96825/40=0.024206$, $Y_R=0.86603/100=0.008660$ and $\omega\kappa=0.03875$:
\begin{equation}
\mathcal T=\frac{4\times0.024206\times0.008660}{0.032866^2+0.03875^2}=0.3248 .
\end{equation}
Deleting the second term of the denominator gives $0.7763$, the value for the best spring. This accounts for the opening numbers: $\omega=10^{-3}$ lies above $\omega_*$, while at $\omega=10^{-5}$ the spring term is $(\omega/\omega_*)^2\approx10^{-4}$ of the denominator.

The curvature is $C=-4.02\times10^4-1.2258\times10^6=-1.2659\times10^6$, dominated by the spring. Plane-wave matching at $\omega=10^{-5}$ gives $-1.2658\times10^6$; the difference, $10^{-4}$ of $C$, has the size $(\omega/\omega_*)^2$ of the next term of $[1+\omega^2/\omega_*^2]^{-1}$. Pinning with $k_0=0.01$ at $\omega=10^{-6}$ gives $1.5995\times10^{-4}$, against $4\cdot4000\cdot10^{-12}/10^{-4}=1.6\times10^{-4}$ from Remark 6.

At 10 K, $k_BT=3.1668\times10^{-5}$ and $\mathcal T_0\pi k_B^2T/6=\tfrac{40}{49}\times5.2510\times10^{-11}=4.2865\times10^{-11}$ per K. The bracket of \eqref{lowT} is $1-\frac{4\pi^2}{5}\times1.2659\times10^6\times(3.1668\times10^{-5})^2=0.98998$. Quadrature gives $0.99027$, that is $K=4.245\times10^{-11}$ per K $=7.65$ pW/K. The remainder, $3\times10^{-4}$ of the leading term, shrinks by a factor tested to lie between 13 and 17 when $T$ is halved, as expected of a relative $T^4$ term. At 300 K, $K=3.619\times10^{-10}$ per K $=65.2$ pW/K, below $K_{\rm cl}=3.1668\times10^{-6}\times7.5546\times10^{-4}/2\pi=3.808\times10^{-10}$ per K $=68.6$ pW/K.

For $T_L=400$ K and $T_R=200$ K, \eqref{caroli} gives $J=7.201\times10^{-8}=12.98$ nW. The normal-mode evolution of a chain of $500+2+250$ atoms with free far ends, averaged with a Hann window over $10^5<t<4\times10^5$ before echoes return, gives $7.201\times10^{-8}$, and the same with the centre started at 900 K in place of 300 K. In that run $-d\langle H_L\rangle/dt=-3.933\times10^{-7}$, opposite in sign to $J$. The difference $-4.653\times10^{-7}$ agrees with \eqref{drift}, $-0.08\times3.1668\times10^{-6}\times36000/19600=-4.653\times10^{-7}$. In equilibrium at 300 K the evolution gives $J=-1.7\times10^{-15}$, negligible against the current above, while $-d\langle H_L\rangle/dt=-5.429\times10^{-7}$. For $k_c=0.5$ a localized mode appears at $5.838\times10^{-3}$, above both bands, and \eqref{caroli} and the time average both give $1.200\times10^{-7}$, as Remark 2 states.

The numerical check also tests Lemma 4 against decimation of the chain, Lemma 2 against a finite-lead mode sum, the independence of $\mathcal T$ from the size of the centre, and the trace formula against plane-wave matching on a random four-lead network, where at one frequency a lead is closed.

\section*{Calculated quantities}
\begin{verbatim}
mL = 20000 m_e, kL = 0.08 Eh/bohr^2; mR = 100000 m_e, kR = 0.1 Eh/bohr^2
kc = 0.02 Eh/bohr^2; kB = 3.166812e-06 Eh/K; a.u. of power = 1.802378e-01 W
ZL = 40.0000, ZR = 100.0000 a.u.; band tops wL = 4.0000e-03, wR = 2.0000e-03 Eh
T0 = 0.816327; kappa = 38.7500 bohr^2/Eh; w* = 9.03226e-04 Eh
C: dispersion part -4.01786e+04, spring part -1.22577e+06 Eh^-2
C = -1.26594e+06 Eh^-2; from wave matching at w=1e-5 Eh: -1.26580e+06 Eh^-2
best junction spring = 0.088889 Eh/bohr^2
-- at w = 1.0e-03 Eh --
qL = 0.505361 rad/site, cos(q/2) = 0.968246, YL = 2.420615e-02 a.u.
SigmaL = -3.50000e-06-1.93649e-06j Eh^2, GammaL = 3.87298e-06 Eh^2
qR = 1.047198 rad/site, cos(q/2) = 0.866025, YR = 8.660254e-03 a.u.
SigmaR = -5.00000e-07-8.66025e-07j Eh^2, GammaR = 1.73205e-06 Eh^2
G01 = 2.19454e+05+1.60158e+04j Eh^-2, |G01|^2 = 4.84165e+10 Eh^-4
w*kappa = 3.87500e-02 a.u.
T: Caroli 0.324788, closed 0.324788, matching 0.324788
-- w (Eh), T for kc, T for best spring --
1.00e-05  0.816223  0.816323
2.50e-04  0.755918  0.814253
5.00e-04  0.613952  0.807739
1.00e-03  0.324788  0.776269
1.50e-03  0.143735  0.690939
1.90e-03  0.045404  0.435376
2.50e-03  0.000000  0.000000
pinned k0 = 0.01 Eh/bohr^2, w = 1e-06 Eh: T = 1.59951e-04, law 1.60000e-04
K(10 K) = 4.24484e-11 a.u./K = 7.6508 pW/K, kBT = 3.16681e-05 Eh
K(300 K) = 3.61936e-10 a.u./K = 65.2346 pW/K, kBT = 9.50043e-04 Eh
10 K: quantum pi kB^2 T/6 = 5.25101e-11, times T0 = 4.28654e-11 a.u./K
10 K: K/(T0*quantum) = 0.99027, series 1+corr = 0.98998
integral of T dw = 7.55457e-04 Eh; classical K = 3.80761e-10 a.u./K = 68.6275 pW/K
-- TL = 400 K, TR = 200 K; chain 500+2+250 atoms, t = 1e5..4e5 a.u. --
J Caroli = 7.20115e-08 a.u. = 12.9792 nW
J evolution = 7.20115e-08 a.u.; centre started at 900 K: 7.20115e-08 a.u.
-d<H_L>/dt = -3.93316e-07 a.u.; minus J = -4.65327e-07, drift law -4.65327e-07 a.u.
equilibrium 300 K: J = -1.7e-15, -d<H_L>/dt = -5.42882e-07, law -5.42882e-07 a.u.
kc = 0.5 Eh/bohr^2: localized mode at 5.83818e-03 Eh
  J Caroli = 1.19988e-07, J evolution = 1.19988e-07 a.u.
\end{verbatim}
